\section*{Spin-orbit lowering of atomic ground levels and atomization energies, part 1}

(Sections cited here and not found follow in the second part.)

\section*{Examination question: spin--orbit lowering of atomic ground levels and atomization energies}

A composite thermochemical scheme builds an atomization energy from calculations with a spin-free Hamiltonian, one that contains no spin--orbit coupling, and then adds small corrections. This question concerns the correction for the fine structure of the free atoms. Hartree atomic units are used ($E_h$, bohr, $\hbar=1$), with $1\,E_h = 219474.63$~cm$^{-1}=627.509$~kcal/mol, $1$~cm$^{-1}=2.859144\times10^{-3}$~kcal/mol and $\alpha=0.00729735$. A term is the set of $(2L+1)(2S+1)$ states with given $L$ and $S$ that are degenerate, at energy $E_0$, under the spin-free Hamiltonian. The spin--orbit operator $H_{SO}$ splits it into levels $E_J$.

\section*{Part (a)}

\emph{Treat $H_{SO}$ to first order inside one term. Find $E_J$, express $E_0$ through the levels alone, and give the lowering $\Delta_{SO}=E_0-E_{\rm ground}$ in closed form for $L\ge S$.}

\subsection*{Model answer}

First-order degenerate perturbation theory diagonalizes $H_{SO}$ in the space of the term, and is valid when $H_{SO}$ is small against the distance to other terms ($LS$ coupling). The operator is a sum of scalar products of an orbital vector operator with a spin vector operator. The Wigner--Eckart theorem states that between states of fixed $L$ every orbital vector operator is proportional to $\mathbf L$, and likewise for spin. Applied once to each factor, it gives $H_{SO}=A\,\mathbf L\cdot\mathbf S$ inside the term, with one constant $A$. (For the $p^5$ and $p^4$ configurations this form is obtained directly in parts (b) and (f).) Since $\mathbf L$ and $\mathbf S$ commute, $\mathbf J^2=(\mathbf L+\mathbf S)^2=\mathbf L^2+\mathbf S^2+2\,\mathbf L\cdot\mathbf S$, so
\begin{equation}
E_J=E_0+\tfrac{A}{2}\,[J(J+1)-L(L+1)-S(S+1)],
\label{lande}
\end{equation}
with $J=|L-S|,\dots,L+S$ and degeneracy $2J+1$.

The trace of $\mathbf L\cdot\mathbf S$ over the term can be taken in two bases. In the product basis $|M_L M_S\rangle$ the trace of a product of an orbital and a spin matrix factorizes,
\begin{equation}
\mathrm{Tr}\,\mathbf L\cdot\mathbf S=\sum_{k=x,y,z}(\mathrm{Tr}\,L_k)(\mathrm{Tr}\,S_k)=0,
\end{equation}
because the eigenvalues of each $L_k$ run from $-L$ to $L$ and add to zero. In the basis $|JM_J\rangle$ the trace of $A\,\mathbf L\cdot\mathbf S$ is $\sum_J(2J+1)(E_J-E_0)$. A trace does not depend on the basis, so this sum vanishes:
\begin{equation}
E_0=\frac{\sum_J(2J+1)E_J}{\sum_J(2J+1)},\qquad
\Delta_{SO}=\frac{\sum_J(2J+1)(E_J-E_{\rm ground})}{\sum_J(2J+1)}.
\label{recipe}
\end{equation}
The second form follows by subtracting $E_{\rm ground}$ from the first, and needs only level energies measured from the ground level. The weights count states in a trace. They are not Boltzmann factors, and no temperature enters.

For $A>0$ (regular term) the lowest level has $J=L-S$. Then $J(J+1)=L^2-2LS+S^2+L-S$, the bracket in \eqref{lande} is $-2LS-2S$, and $\Delta_{SO}=A\,S(L+1)$. For $A<0$ (inverted term) the lowest level has $J=L+S$, the bracket is $L^2+2LS+S^2+L+S-L^2-L-S^2-S=2LS$, and $\Delta_{SO}=|A|\,LS$. If $L=0$ or $S=0$ there is one level, $\mathbf L\cdot\mathbf S=0$ and $\Delta_{SO}=0$; this covers the $^2S$ hydrogen atom. The program tests \eqref{lande}, the degeneracies and both closed forms by diagonalizing $A\,\mathbf L\cdot\mathbf S$ for five $(L,S)$ pairs.

\section*{Part (b)}

\emph{The ground configuration of F and Cl is $p^5$. Take $H_{SO}=\zeta\sum_i\mathbf l_i\cdot\mathbf s_i$ within the $p$ shell, with $\zeta>0$. Find the levels and the relation between $\Delta_{SO}$ and the fine-structure interval $\delta$. Evaluate $\Delta_{SO}$ from the rough measured intervals, about $400$~cm$^{-1}$ for F and about $880$~cm$^{-1}$ for Cl.}

\subsection*{Model answer}

Let $\Phi$ be the determinant with the shell full ($p^6$). The six states of $p^5$ are $D_p=a_p\Phi$, where $a_p$ removes an electron from spin orbital $p$. They form the single term $^2P$. A one-electron operator is $\sum_{rs}h_{rs}a_r^\dagger a_s$. For spin orbitals occupied in $\Phi$, the expectation value $\langle\Phi|a_p^\dagger a_r^\dagger a_s a_q|\Phi\rangle$ is nonzero only if the two created electrons refill the two emptied orbitals. The order $p=q$, $r=s$ gives $+1$, and the order $p=s$, $r=q$ gives $-1$ by one anticommutation. Hence
\begin{equation}
\langle D_p|H_{SO}|D_q\rangle=\sum_{rs}h_{rs}(\delta_{pq}\delta_{rs}-\delta_{ps}\delta_{rq})=\delta_{pq}\,\mathrm{Tr}\,h-h_{qp}.
\label{hole}
\end{equation}
With $h=\zeta\,\mathbf l\cdot\mathbf s$ the trace vanishes as in part (a). A matrix and its transpose have the same eigenvalues, so the levels are those of $-\zeta\,\mathbf l\cdot\mathbf s$, which means $A=-\zeta$ and an inverted term. For $l=1$, $s=\tfrac12$, the eigenvalue $\tfrac12[j(j+1)-2-\tfrac34]$ is $+\tfrac12$ for $j=\tfrac32$ and $-1$ for $j=\tfrac12$. Therefore
\begin{equation}
E_{3/2}=E_0-\tfrac{\zeta}{2}\ (\text{four states}),\qquad E_{1/2}=E_0+\zeta\ (\text{two states}).
\end{equation}
The ground level lies below $E_0$ because the hole can sit in the higher one-electron level $j=\tfrac32$. The interval is $\delta=\tfrac32\zeta$, and \eqref{recipe} gives
\begin{equation}
\Delta_{SO}=\frac{4\cdot0+2\,\delta}{6}=\frac{\delta}{3}=\frac{\zeta}{2},
\end{equation}
in agreement with $|A|LS=\zeta\cdot1\cdot\tfrac12$. Numerically,
\begin{align}
\text{F:}\quad&400/3=133.3\ \text{cm}^{-1},\quad 133.3\times2.859\times10^{-3}=0.381\ \text{kcal/mol},\\
\text{Cl:}\quad&880/3=293.3\ \text{cm}^{-1},\quad 293.3\times2.859\times10^{-3}=0.839\ \text{kcal/mol}.
\end{align}
The inputs carry two figures at most, so the results are about $0.38$ and $0.84$~kcal/mol.

\section*{Part (c)}

\emph{The lowerings are quoted as $0.39$~kcal/mol for F and $0.84$~kcal/mol for Cl. Which intervals do these rounded values imply, and are they compatible with part (b)?}

\subsection*{Model answer}

Inverting part (b) gives $\delta=3\Delta_{SO}$. A value rounded to $0.39$ lies between $0.385$ and $0.395$, so $\delta$ lies between $3\times0.385/(2.859144\times10^{-3})=404.0$ and $3\times0.395/(2.859144\times10^{-3})=414.5$~cm$^{-1}$. For $0.84$ the same steps give $876.1$ to $886.6$~cm$^{-1}$. The rough chlorine interval lies inside its window. The rough fluorine interval, taken literally, lies just below its window and rounds to $0.38$. If the rough value carries two figures, the two statements are compatible only for a true interval between $404.0$ and $405$~cm$^{-1}$. The second decimal of the fluorine value is thus decided by the third figure of the interval, which the rough input does not contain. The difference, $0.01$~kcal/mol per fluorine atom, is about $3\,\%$ of the lowering.

\section*{Part (d)}

\emph{The Breit--Pauli spin--orbit operator of an atom with nuclear charge $Z$ is}
\begin{equation}
H_{SO}=\frac{\alpha^2}{2}\sum_i\frac{Z}{r_i^3}\,\mathbf l_i\cdot\mathbf s_i+\sum_{i\ne j}\mathbf g(i,j)\cdot(\mathbf s_i+2\mathbf s_j),\qquad
\mathbf g(i,j)=-\frac{\alpha^2}{2}\frac{\mathbf r_{ij}\times\mathbf p_i}{r_{ij}^3},
\end{equation}
\emph{with $\mathbf r_{ij}=\mathbf r_i-\mathbf r_j$. Show that within $p^5$ it acts as the operator of part (b) and derive $\zeta$. A Hartree--Fock calculation gives $\langle r^{-3}\rangle=7.5074$ (F) and $6.7667$~bohr$^{-3}$ (Cl) for the open shell, direct two-electron parts $-0.3966$ and $-0.3986$~m$E_h$, and exchange parts $-0.1885$ and $-0.1643$~m$E_h$. Compute $\Delta_{SO}$ and compare with part (b).}

\subsection*{Model answer}

Capital indices denote spin orbitals, lower-case indices their real spatial parts, and $\Phi$ now holds all core orbitals and the full $p$ shell, built from one spherical set of orbitals. Write $\langle PJ\|QK\rangle$ for the antisymmetrized two-electron integral. For $P\ne Q$ the anticommutation rules give $a_Q^\dagger a_P D_Q=-a_Q^\dagger a_Q a_P\Phi=-D_P$, and the Slater--Condon rule for determinants differing in one spin orbital gives
\begin{equation}
\langle D_P|H_{SO}|D_Q\rangle=-\Big(h_{QP}+\sum_{J\ne P,Q}\langle QJ\|PJ\rangle\Big).
\end{equation}
The missing terms $J=P$ and $J=Q$ are $\langle QP\|PP\rangle$ and $\langle QQ\|PQ\rangle$, which vanish by antisymmetry, so the sum may run over all of $\Phi$. On the diagonal, removing $P$ deletes $h_{PP}$ and every pair term that contains $P$. Both cases combine to
\begin{equation}
\langle D_P|H_{SO}|D_Q\rangle=E_\Phi\,\delta_{PQ}-F_{QP},\qquad F_{PQ}=h_{PQ}+\sum_{J\in\Phi}\big[(PQ|JJ)-(PJ|JQ)\big],
\end{equation}
which generalizes \eqref{hole}. Here $E_\Phi=\langle\Phi|H_{SO}|\Phi\rangle$, and $(PQ|RT)$ has $P,Q$ on electron 1 and $R,T$ on electron 2. Within these six determinants the mean-field form is exact, because the interaction of the removed electron with itself cancels between the two terms of $F$.

Define $\mathbf G[pq,rt]=\iint p(1)\,r(2)\,\mathbf g(1,2)\,q(1)\,t(2)$. Each pair of electrons appears twice in $\sum_{i\neq j}$, so the pair operator is $\mathbf g(1,2)\cdot(\mathbf s_1+2\mathbf s_2)+\mathbf g(2,1)\cdot(\mathbf s_2+2\mathbf s_1)$. With $\mathbf s_{PQ}$ and $\delta^\sigma_{PQ}$ the matrix elements of the spin and of unity between the spin functions,
\begin{align}
(PQ|RT)={}&\mathbf G[pq,rt]\cdot(\mathbf s_{PQ}\delta^\sigma_{RT}+2\delta^\sigma_{PQ}\mathbf s_{RT})\nonumber\\
&+\mathbf G[rt,pq]\cdot(\mathbf s_{RT}\delta^\sigma_{PQ}+2\delta^\sigma_{RT}\mathbf s_{PQ}).
\end{align}
The operator $\mathbf g$ is Hermitian and purely imaginary in the coordinates of electron 1, so between real orbitals $\mathbf G$ is antisymmetric in its first pair and $\mathbf G[jj,\cdot\cdot]=0$. In the direct term, the sum over the two spins of $J$ gives $\sum\delta^\sigma_{JJ}=2$ and $\sum\mathbf s_{JJ}=0$, which leaves $2\,\mathbf G[pq,jj]\cdot\mathbf s_{PQ}$. In the exchange term, the spin sum in the first line is $\sum(\mathbf s_{PJ}\delta^\sigma_{JQ}+2\delta^\sigma_{PJ}\mathbf s_{JQ})=\mathbf s_{PQ}+2\mathbf s_{PQ}=3\mathbf s_{PQ}$, and the second line gives $3\mathbf s_{PQ}$ in the same way. Thus $F_{PQ}=\mathbf f_{pq}\cdot\mathbf s_{PQ}$ with
\begin{equation}
\mathbf f_{pq}=\frac{\alpha^2}{2}\Big\langle p\Big|\frac{Z\,\mathbf l}{r^3}\Big|q\Big\rangle+2\sum_j\mathbf G[pq,jj]-3\sum_j\big(\mathbf G[pj,jq]+\mathbf G[jq,pj]\big).
\label{fock}
\end{equation}
The closed-shell value is $E_\Phi=\tfrac12\sum_P(h_{PP}+F_{PP})$. Every term is proportional to $\mathbf s_{PP}$, whose sum over the two spins of a doubly occupied orbital is zero, so $E_\Phi=0$.

In the first term of \eqref{fock}, $\mathbf l$ acts on angles only and the three $p$ orbitals share one radial function, which gives $\zeta_{\rm nuc}\mathbf l_{pq}$ with $\zeta_{\rm nuc}=\tfrac{\alpha^2}{2}Z\langle r^{-3}\rangle$. In the second term, $2\sum_j j(2)^2=\rho(2)$ is the spherical density of $\Phi$. The integral $\int\rho(2)\,\mathbf r_{12}/r_{12}^3\,d^3r_2$ has the form of the field of a spherical charge, which by Gauss's law is $N(r_1)\,\mathbf r_1/r_1^3$, where $N(r)$ is the number of electrons of $\Phi$ inside radius $r$. With $\mathbf r_1\times\mathbf p_1=\mathbf l$ this gives $\zeta_J=-\tfrac{\alpha^2}{2}\langle N(r)/r^3\rangle$, a screening of $Z$ to $Z-N(r)$. The third term sums over complete shells, so it is a vector operator under rotations and, by the Wigner--Eckart theorem, equals $\zeta_K\mathbf l_{pq}$ in the $p$ shell. Hence $F=\zeta\,\mathbf l\cdot\mathbf s$ with $\zeta=\zeta_{\rm nuc}+\zeta_J+\zeta_K$, and part (b) applies.

The data come from spherical orbitals that make the mean energy of the $p^5$ determinants stationary (configuration-average Hartree--Fock), in the uncontracted $s,p$ part of cc-pVTZ with one added tight $p$ function. With $\alpha^2/2=2.66257\times10^{-5}$,
\begin{align}
\text{F:}\quad&\zeta_{\rm nuc}=2.66257\times10^{-5}\times9\times7.5074\,E_h=1.7990\ \text{m}E_h,\nonumber\\
&\zeta=1.7990-0.3966-0.1885=1.2139\ \text{m}E_h,\\
\text{Cl:}\quad&\zeta_{\rm nuc}=2.66257\times10^{-5}\times17\times6.7667\,E_h=3.0629\ \text{m}E_h,\nonumber\\
&\zeta=3.0629-0.3986-0.1643=2.5000\ \text{m}E_h.
\end{align}
Nothing in the derivation makes the chlorine constant a round number. For F, $\delta=\tfrac32\zeta=1.821$~m$E_h=399.6$~cm$^{-1}$ and $\Delta_{SO}=\zeta/2=0.607$~m$E_h=0.381$~kcal/mol. For Cl, $\delta=3.750$~m$E_h=823.0$~cm$^{-1}$ and $\Delta_{SO}=1.250$~m$E_h=0.784$~kcal/mol. The two-electron terms remove about a third of $\zeta_{\rm nuc}$ in F and about a fifth in Cl, so they cannot be dropped.

The ratio of computed to rough interval is $0.999$ for F, which shows agreement only to the two figures of the rough value, and $0.935$ for Cl, a shortfall of $6.5\,\%$ relative to the rough interval. These digits belong to the stated basis. In the uncontracted $s,p$ part of cc-pV5Z with two added tight $p$ functions, F moves to $\langle r^{-3}\rangle=7.544$~bohr$^{-3}$, $\zeta=1.222$~m$E_h$, $\delta=402.3$~cm$^{-1}$ and $\Delta_{SO}=0.383$~kcal/mol (ratio $1.006$), a shift of about $0.7\,\%$ in $\zeta$, while Cl moves only to $\zeta=2.501$~m$E_h$, $\delta=823.4$~cm$^{-1}$ and $\Delta_{SO}=0.785$~kcal/mol, so the chlorine shortfall is not a basis effect. That the shortfall comes from electron correlation and from the relativistic change of the orbitals near the heavier nucleus, both absent here, is a conjecture that this calculation does not test. The program tests $\zeta_{\rm nuc}$ and $\zeta_J$ by radial quadrature, the proportionality of $\mathbf f$ to $\mathbf l$, and the eigenvalues $-\zeta/2$ and $+\zeta$ against the $6\times6$ Slater--Condon matrix assembled from spin-orbital integrals.

The lowering of the F and Cl ground levels is now fixed at one third of the fine-structure interval, and the computed value agrees with the rough measured one for F but falls $6.5\,\%$ short for Cl. It remains to apply the lowerings to the atomization energies of HF, HCl and ClF, and to find the error of the weighted-mean recipe when a term mixes with others, as in $p^4$.
